\section*{Stark resonance of hydrogen $1s$: complex rotation and Borel--Pad\'e summation, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

The Stark-resonance option computes the complex energy of the state that develops from hydrogen $1s$ in a static field. Hartree atomic units are used, the nucleus is a fixed point charge, and relativity and spin are ignored. The Hamiltonian is
\begin{equation}
H=T+V+Fz,\qquad T=-\tfrac12\nabla^2,\qquad V=-\frac1r,\qquad F>0 ,
\end{equation}
so the electron escapes towards $z\to-\infty$. Only states with $m=0$, independent of the azimuth, are treated. A resonance is a solution of $H\psi=E\psi$ that is regular at the nucleus and purely outgoing, with $E=E_r-i\Gamma/2$. Since $|e^{-iEt}|^2=e^{-\Gamma t}$, the lifetime is $1/\Gamma$ as long as this one pole dominates the decay.

The option has two methods. Complex rotation has the settings $\theta$ (rotation angle), $\lambda$ (basis exponent), $l_{\max}$ and $N_r$ (highest partial wave, radial functions per partial wave) and a search window. Borel--Pad\'e summation has the settings $M$ (degree of the approximant) and $\phi$ (direction of the integration ray). A power-series solution of the separated equations is the reference for both. The program and its output are printed after this text.

\section{Parabolic separation and the outgoing condition}

Let $\xi=r+z$ and $\eta=r-z$, so that $r=(\xi+\eta)/2$, $z=(\xi-\eta)/2$ and the cylindrical radius is $\rho=\sqrt{\xi\eta}$. From $d\rho=(\eta\,d\xi+\xi\,d\eta)/2\sqrt{\xi\eta}$ and $dz=(d\xi-d\eta)/2$, the cross terms in $d\rho^2+dz^2$ are $+\tfrac12$ and $-\tfrac12$ and cancel, leaving the scale factors $h_\xi^2=(\xi+\eta)/4\xi$ and $h_\eta^2=(\xi+\eta)/4\eta$. Then $h_\xi h_\eta\rho=(\xi+\eta)/4$, $h_\eta\rho/h_\xi=\xi$ and $h_\xi\rho/h_\eta=\eta$, so for $m=0$
\begin{equation}
\nabla^2=\frac{4}{\xi+\eta}\left[\partial_\xi\,\xi\,\partial_\xi+\partial_\eta\,\eta\,\partial_\eta\right].
\end{equation}
Multiplying $(H-E)\psi=0$ by $-(\xi+\eta)/2$ turns $-1/r=-2/(\xi+\eta)$ into $+1$, $Fz$ into $-F(\xi^2-\eta^2)/4$ and $-E$ into $E(\xi+\eta)/2$. With $\psi=u_1(\xi)u_2(\eta)$ the constant $1$ is shared between the two equations:
\begin{align}
(\xi u_1')'+\left(\tfrac12E\xi-\tfrac14F\xi^2+\beta_1\right)u_1&=0,\label{xi}\\
(\eta u_2')'+\left(\tfrac12E\eta+\tfrac14F\eta^2+\beta_2\right)u_2&=0,\qquad \beta_1+\beta_2=1.\label{eta}
\end{align}
Setting $u_2=\eta^{-1/2}\chi_2$ gives $\eta u_2'=\eta^{1/2}\chi_2'-\tfrac12\eta^{-1/2}\chi_2$ and $(\eta u_2')'=\eta^{1/2}\chi_2''+\tfrac14\eta^{-3/2}\chi_2$, hence
\begin{equation}
\chi_2''+k^2\chi_2=0,\qquad k^2=\frac E2+\frac{\beta_2}{\eta}+\frac1{4\eta^2}+\frac{F\eta}{4},
\label{chi}
\end{equation}
and $\chi_1=\xi^{1/2}u_1$ obeys the same equation with $\beta_1$ and $-F$. At large $\eta$, $k\simeq\tfrac12\sqrt{F\eta}+E/(2\sqrt{F\eta})$, and the WKB form $k^{-1/2}e^{\pm i\int k}$, which becomes exact there, gives
\begin{equation}
\chi_2\sim\eta^{-1/4}\exp\left[\pm i\left(\tfrac13\sqrt F\,\eta^{3/2}+E\sqrt{\eta/F}\right)\right],\qquad
\chi_1\sim\xi^{-1/4}\exp\left[-\tfrac13\sqrt F\,\xi^{3/2}+\dots\right].
\label{asym}
\end{equation}

For real $E$ there is no bound state. Equation~(\ref{xi}) is then a confining self-adjoint problem for $\beta_1$ with a complete set of solutions, any eigenfunction of $H$ can be expanded in them, and each coefficient function obeys (\ref{eta}). With the volume element $\propto(\xi+\eta)\,d\xi\,d\eta$ the norm contains $\int\eta|u_2|^2d\eta=\int|\chi_2|^2d\eta\sim\int\eta^{-1/2}d\eta$, which diverges for every nonzero solution.

The outgoing solution has the upper sign in (\ref{asym}). For $\operatorname{Im}E<0$ it grows on the real axis as $\exp(|\operatorname{Im}E|\sqrt{\eta/F})$. On the ray $\eta=|\eta|e^{i\theta}$ the leading exponent has real part $-\tfrac13\sqrt F|\eta|^{3/2}\sin(3\theta/2)$, which is negative for $0<\theta<2\pi/3$ and beats the $\sqrt\eta$ term whatever $E$ is. On the ray $\xi=|\xi|e^{i\theta}$ the decay of $\chi_1$ is governed by $\cos(3\theta/2)$, positive for $|\theta|<\pi/3$. Both factors decay when
\begin{equation}
0<\theta<\pi/3 .
\end{equation}

\section{The rotated operator and its spectrum}

The regular solutions $u_1,u_2$ are entire functions (Section~\ref{frob}), and $\xi,\eta$ both scale with $r$, so $\psi_\theta(\mathbf r)=\psi(e^{i\theta}\mathbf r)$ is well defined. Each derivative brings a factor $e^{i\theta}$, so $\psi_\theta$ obeys
\begin{equation}
H(\theta)\psi_\theta=E\psi_\theta,\qquad H(\theta)=e^{-2i\theta}T+e^{-i\theta}V+e^{i\theta}Fz ,
\label{Hth}
\end{equation}
and it is square integrable for $0<\theta<\pi/3$. The value of $E$ was fixed by regularity and the outgoing condition, which do not contain $\theta$; the eigenvalue is therefore independent of $\theta$ throughout the interval. No minimum angle set by $\Gamma$ has to be exceeded.

At $F=0$ the operator $e^{-2i\theta}T$ has the continuous spectrum $e^{-2i\theta}[0,\infty)$. At $F>0$ no such ray exists. Let $H_0(\theta)=e^{-2i\theta}T+e^{i\theta}Fz$ and
\begin{equation}
G=ie^{-i\theta}H_0(\theta)=\tfrac12\gamma\,\mathbf p^2+iFz,\qquad \gamma=ie^{-3i\theta},\qquad \operatorname{Re}\gamma=\sin3\theta>0 .
\end{equation}
In momentum space $z=i\partial_p$ with $p=p_z$, so $iFz=-F\partial_p$, and $g=e^{-\tau G}f$ solves $\partial_\tau g-F\partial_pg=-\tfrac12\gamma\,\mathbf p^2g$. The solution is
\begin{equation}
g(\tau,\mathbf p)=f(\mathbf p_\perp,p+F\tau)\,e^{-\gamma\tau p_\perp^2/2}\,e^{-\gamma I/2},\qquad I=\int_0^\tau(p+F\tau')^2d\tau' ,
\end{equation}
because $\partial_\tau-F\partial_p$ annihilates any function of $p+F\tau$, while $\partial_\tau I=(p+F\tau)^2$ and $F\partial_pI=(p+F\tau)^2-p^2$ differ by $p^2$. Completing the square, $I=p^2\tau+pF\tau^2+F^2\tau^3/3=\tau(p+F\tau/2)^2+F^2\tau^3/12$. The shift of $f$ is unitary, so the norm is the largest modulus of the multiplier, reached at $p_\perp=0$, $p=-F\tau/2$:
\begin{equation}
\|e^{-\tau G}\|=\exp\left(-\tfrac1{24}\sin3\theta\,F^2\tau^3\right).
\label{norm}
\end{equation}
The field shifts $p_z$ steadily, so no value of $p_z$ stays near zero, and the damping grows with $p^2$. The program checks the differential equation and the minimum of $I$ symbolically. Because (\ref{norm}) falls faster than any exponential, $(G-\omega)^{-1}=\int_0^\infty e^{\omega\tau}e^{-\tau G}d\tau$ converges for every complex $\omega$: the resolvent $R_0(E)=(H_0-E)^{-1}$ is entire and $H_0(\theta)$ has no spectrum at all.

The Coulomb term adds only isolated eigenvalues. Write $H(\theta)-E=[1+e^{-i\theta}VR_0(E)](H_0-E)$. Expanding $\|H_0\psi\|^2=\|T\psi+e^{3i\theta}Fz\psi\|^2$, the cross term is $2F[\cos3\theta\operatorname{Re}\langle T\psi,z\psi\rangle-\sin3\theta\operatorname{Im}\langle T\psi,z\psi\rangle]$. The first part is at most $|\cos3\theta|(\|T\psi\|^2+F^2\|z\psi\|^2)$ in modulus by the Schwarz inequality; in the second, $\operatorname{Im}\langle T\psi,z\psi\rangle=\langle[T,z]\rangle/2i=-\langle p_z\rangle/2$. Thus
\begin{equation}
\|H_0\psi\|^2\ge(1-|\cos3\theta|)\left(\|T\psi\|^2+F^2\|z\psi\|^2\right)-F|\langle p_z\rangle| ,
\end{equation}
and $|\langle p_z\rangle|\le(2\|T\psi\|)^{1/2}\|\psi\|^{3/2}$ grows too slowly to compete with $\|T\psi\|^2$, so $(T+1)R_0$ is bounded. The operator $V(T+1)^{-1}$ is compact: the part of $1/r$ inside a radius $R$ is square integrable, as is $(p^2/2+1)^{-1}$ in three dimensions, which makes that piece Hilbert--Schmidt, and the remainder has norm at most $1/R$. Hence $VR_0(E)$ is compact and entire in $E$. For $\omega\to-\infty$ one has $\|R_0\|\le1/|\omega|$ and $\|H_0R_0\|\le2$, and $\|V\psi\|\le\epsilon\|T\psi\|+C_\epsilon\|\psi\|$ with any $\epsilon>0$ gives $\|VR_0\|<1$, so the bracket is invertible somewhere. The analytic Fredholm theorem then makes the spectrum of $H(\theta)$ a discrete set of eigenvalues of finite multiplicity. The argument fails at $F=0$, where (\ref{norm}) equals one, and at $\theta=0$ and $\pi/3$, where $\sin3\theta=0$. For $\theta<0$ the operator is the complex conjugate and yields $E^*$.

\section{Basis and matrices}

The basis functions are $u_{nl}(x)Y_{l0}/r$ with $x=2\lambda r$ and
\begin{equation}
u_{nl}=\mathcal N_n^{a}\,x^{l+1}e^{-x/2}L_n^{a}(x),\qquad a=2l+1,\qquad \mathcal N_n^a=\sqrt{n!/(n+a)!},
\end{equation}
for $0\le n<N_r$, $0\le l\le l_{\max}$. Three properties follow from the generating function $\mathcal G_a(t)=\sum_nL_n^at^n=(1-t)^{-a-1}e^{-xt/(1-t)}$. First, in $\int x^ae^{-x}\mathcal G_a(t)\mathcal G_a(t')dx$ the exponent is $-x(1-tt')/[(1-t)(1-t')]$, the integral is $a!\,(1-tt')^{-a-1}=\sum_n(tt')^n(n+a)!/n!$, and therefore $\int u_{nl}u_{n'l}\,dx/x=\delta_{nn'}$. Second, the coefficient of $t^n$ in $(1-t)^2\partial_t\mathcal G_a=[(a+1)(1-t)-x]\mathcal G_a$ is $xL_n^a=-(n+1)L^a_{n+1}+(2n+a+1)L_n^a-(n+a)L^a_{n-1}$. The overlap $\int u_{nl}u_{n'l}\,dx$ is the matrix of $x$ between the normalized polynomials,
\begin{equation}
J^{(a)}_{nn}=2n+a+1,\qquad J^{(a)}_{n,n+1}=-(n+1)\frac{\mathcal N^a_n}{\mathcal N^a_{n+1}}=-\sqrt{(n+1)(n+a+1)} .
\end{equation}
Third, $\mathcal G_a=(1-t)^2\mathcal G_{a+2}$ gives $L_n^a=L_n^{a+2}-2L_{n-1}^{a+2}+L_{n-2}^{a+2}$; inserting the ratios $\mathcal N_n^a/\mathcal N_k^{a+2}$, the normalized polynomials are connected by
\begin{equation}
C_{nn}=\sqrt{(n+a+1)(n+a+2)},\quad C_{n,n-1}=-2\sqrt{n(n+a+1)},\quad C_{n,n-2}=\sqrt{n(n-1)} .
\end{equation}

For the kinetic term put $u=\varpi L$ with $\varpi=x^{l+1}e^{-x/2}$, so that $\varpi'/\varpi=(l+1)/x-\tfrac12$ and $\varpi''/\varpi=l(l+1)/x^2-(l+1)/x+\tfrac14$. In $u''/\varpi=L''+(2l+2-x)L'/x+(\varpi''/\varpi)L$ the first two terms equal $-nL/x$ by Laguerre's equation, so
\begin{equation}
-u''+\frac{l(l+1)}{x^2}u=\left(\frac{n+l+1}{x}-\frac14\right)u,\qquad K=\operatorname{diag}(n+l+1)-\tfrac14J^{(a)} .
\label{kin}
\end{equation}
The dipole term couples $l$ to $l+1$. With $\mu=z/r$, $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ and $\int P_l^2d\mu=2/(2l+1)$ give the angular factor $c_l=(l+1)/\sqrt{(2l+1)(2l+3)}$. The radial integrand $u_{nl}\,x\,u_{n',l+1}$ contains $x^{2l+4}e^{-x}=x\cdot x^{a+2}e^{-x}$, so after re-expanding $L_n^a$ the block is $X_{l,l+1}=c_l\,CJ^{(a+2)}$. $C$ is lower triangular, so truncating the product loses nothing. Dropping the common factor $dr=dx/2\lambda$ and using $d/dr=2\lambda\,d/dx$,
\begin{equation}
\mathsf H(\theta)c=E\,\mathsf Sc,\qquad \mathsf H=2\lambda^2e^{-2i\theta}K-2\lambda e^{-i\theta}\mathbb 1+\frac{F e^{i\theta}}{2\lambda}X,\qquad \mathsf S=\textstyle\bigoplus_lJ^{(2l+1)} .
\label{gen}
\end{equation}
The three terms are written $\mathsf T_\theta,\mathsf V_\theta,F\mathsf Z_\theta$ below. The angle enters only through $\lambda e^{-i\theta}$, and $\mathsf H$ is complex symmetric, $\mathsf H^{T}=\mathsf H$, not Hermitian. The program tests all elements for $l\le3$, $n\le4$ against Gaussian quadrature of the defining integrals to $10^{-8}$ ($10^{-7}$ for $X$), and tests that the rotated matrices at $F=0$ return $-1/2$ and $-1/8$ to $10^{-10}$ hartree.

\section{Selecting and refining the eigenvalue}

A pencil of dimension $D$ has $D$ eigenvalues, and only some approximate eigenvalues of $H(\theta)$. With no continuum ray along which the others could be recognized, selection uses the dependence on $\theta$. Differentiating (\ref{gen}) and multiplying by $c^T$, the term $c^T(\mathsf H-E\mathsf S)\,dc/d\theta$ vanishes because the matrices are symmetric, and
\begin{equation}
\frac{dE}{d\theta}=\frac{i\,c^T(-2\mathsf T_\theta-\mathsf V_\theta+F\mathsf Z_\theta)\,c}{c^T\mathsf Sc}.
\label{speed}
\end{equation}
The transpose, not the Hermitian adjoint, appears. For an exact resonance the left side is zero, which is the complex virial theorem $2\langle T\rangle+\langle V\rangle-F\langle z\rangle=0$. In a finite basis, $dE/d\theta$ is the derivative of the basis error. It indicates that error but does not bound it, since the error can be stationary at a particular angle. Equation~(\ref{speed}) fails where $c^T\mathsf Sc=0$, which happens when two eigenvalues coalesce together with their eigenvectors. A degeneracy with independent eigenvectors, such as $2s$ and $2p$ at $F=0$, does not by itself make $c^T\mathsf Sc$ vanish. Equation~(\ref{speed}) is tested against a central difference in the basis $(l_{\max},N_r)=(3,5)$, where the derivative is far from zero.

The algorithm diagonalizes $\mathsf S^{-1}\mathsf H$ densely in a small basis, keeps the eigenvalue with the smallest $|dE/d\theta|$ inside the window, and refines it in a large sparse basis by inverse iteration. Since $(\mathsf H-\sigma\mathsf S)^{-1}\mathsf Sc_j=c_j/(E_j-\sigma)$, each step reduces an unwanted component by $|E-\sigma|/|E_j-\sigma|$. The energy is the bilinear quotient $\varrho(c)=c^T\mathsf Hc/c^T\mathsf Sc$; for $c=c_0+\delta$ with $c_0$ exact, symmetry removes the linear terms,
\begin{equation}
\varrho(c)-E=\frac{\delta^T(\mathsf H-E\mathsf S)\,\delta}{c^T\mathsf Sc}.
\label{quad}
\end{equation}
The same identity, with $\delta$ the difference between the finite-basis and the exact function, shows that the basis error of $E$ is quadratic in the error of the function. It has no definite sign or phase: neither $E_r$ nor $\Gamma$ is bounded from one side. The program makes four factorizations with eight steps each and resets the shift to $\varrho+10^{-6}$, the offset keeping the matrix nonsingular.

\section{Reference solution from power series}\label{frob}

Insert $u=\sum_kd_k x^k$ into (\ref{xi}) or (\ref{eta}), $x$ standing for $\xi$ or $\eta$. As $(xu')'=\sum_k(k+1)^2d_{k+1}x^k$,
\begin{equation}
(k+1)^2d_{k+1}=-\beta d_k-\tfrac12Ed_{k-1}\pm\tfrac14Fd_{k-2},\qquad d_0=1,
\end{equation}
with the upper sign for $\xi$. The second solution contains $\ln x$ and is excluded by regularity on the $z$ axis. The divisor $(k+1)^2$ makes the series converge for all $x$. Far out on a ray, $u=A\,u_{\rm dom}+B\,u_{\rm rec}$, with $u_{\rm rec}$ the decaying solution of (\ref{asym}); the resonance condition is $A=0$ for both equations. It is replaced by $u_1(R)=0$ and $u_2(Re^{i\pi/3})=0$, which enforce $A/B=-u_{\rm rec}/u_{\rm dom}$, exponentially small in $R^{3/2}$; the angle $\pi/3$ maximizes $\sin(3\theta/2)$, and it is allowed because only $\eta$ is rotated. Newton's method solves the two equations for $(E,\beta_1)$ in 50-digit arithmetic with 300 terms, started from the rotation result rounded to three decimals. At $F=0.1$ the roots for $R=40$ and $R=50$ bohr are tested to agree within $10^{-12}$ hartree. This route shares neither coordinates nor basis with (\ref{gen}).

\section{The perturbation series}

Let $\varepsilon=\sqrt{-2E}$ and $\zeta=\varepsilon\xi$. In (\ref{xi}), $\partial_\xi\xi\partial_\xi=\varepsilon\,\partial_\zeta\zeta\partial_\zeta$, $E\xi/2=-\varepsilon\zeta/4$ and $F\xi^2/4=\varepsilon f\zeta^2$ with $f=F/4\varepsilon^3$. Dividing by $\varepsilon$,
\begin{equation}
(\zeta u')'+\left(-\tfrac14\zeta-f\zeta^2+b\right)u=0,\qquad \beta_1=\varepsilon\,b(f),\qquad\beta_2=\varepsilon\,b(-f),
\end{equation}
because (\ref{eta}) differs only in the sign of $F$. With $b=\sum b_nf^n$ the odd orders cancel in $\beta_1+\beta_2=1$:
\begin{equation}
\frac1\varepsilon=A(g)=2\sum_kb_{2k}g^k,\qquad g=f^2 .
\end{equation}
For the nodeless state write $u=\exp(-\int W)$, so $u'=-Wu$, $u''=(W^2-W')u$ and $\zeta W^2-\zeta W'-W-\zeta/4-f\zeta^2+b=0$. Order zero gives $W_0=b_0=\tfrac12$. At order $n$, with $\Sigma^{(n)}=\sum_{j=1}^{n-1}W_jW_{n-j}$,
\begin{equation}
\zeta W_n-\zeta W_n'-W_n+b_n+\zeta\Sigma^{(n)}-\delta_{n1}\zeta^2=0 .
\end{equation}
The homogeneous solution $e^\zeta/\zeta$ is singular at the origin and too large at infinity, so the two conditions fix $W_n$ and $b_n$, and a polynomial $W_n=\sum_{k\le n}c_k\zeta^k$ meets both. The coefficient of $\zeta^k$ gives
\begin{equation}
c_{k-1}=(k+1)c_k-\Sigma^{(n)}_{k-1}+\delta_{n1}\delta_{k2}\quad(k=n+1,\dots,1),\qquad b_n=c_0 ,
\end{equation}
with $c_{n+1}=0$ and no division, so all $b_n$ with $n\geq1$ are integers. For $n=1$, $c_1=1$ and $c_0=2$. For $n=2$, $\Sigma=(2+\zeta)^2$, $c_2=-1$, $c_1=-3-4=-7$, $c_0=-14-4=-18$. The recursion continues with $b_3=356$, $b_4=-10026$.

From $F=4f\varepsilon^3$ follows $Y\equiv F^2/16=gA^{-6}$, and $E=-\tfrac12A^{-2}$. The coefficient of $Y^n$ in a function $\Phi(g(Y))$ is the residue of $\Phi\,dY/Y^{n+1}$; integrating by parts it is $1/n$ times the residue of $\Phi'(g)Y^{-n}dg$, that is $n^{-1}[g^{n-1}]\,\Phi'A^{6n}$ (Lagrange inversion). For $\Phi=A^{-2}$, $\Phi'A^{6n}=-2A'A^{6n-3}=-2(A^{6n-2})'/(6n-2)$, and $[g^{n-1}]$ of a derivative is $n[g^n]$ of the function. With $E=\sum_NE_NF^N$,
\begin{equation}
E_0=-\tfrac12,\qquad E_{2n}=\frac{[g^n]\,A^{6n-2}}{16^n(6n-2)} .
\end{equation}
Powers $P=A^\alpha$ come from $AP'=\alpha A'P$, whose $g^{k-1}$ coefficient is $kP_k=\sum_{j=1}^k(\alpha j-k+j)A_jP_{k-j}$. With $A=1-36g-20052g^2+\dots$,
\begin{align}
E_2&=\frac{4(-36)}{16\cdot4}=-\frac94,\\
E_4&=\frac{10(-20052)+45\cdot36^2}{256\cdot10}=-\frac{142200}{2560}=-\frac{3555}{64}.
\end{align}
The coefficients through $E_{10}$ are tested, to a relative $10^{-8}$, against Rayleigh--Schr\"odinger theory in the spherical basis with $\theta=0$, $\lambda=1$. All coefficients through $E_{120}$ are tested to be negative.

The resonance energy is now an isolated, $\theta$-independent eigenvalue of the rotated operator, with a basis method to compute it, a power-series reference to check it and a recursion for its perturbation coefficients. What remains is the weak-field width and its link to the large orders, the Borel--Pad\'e summation, the worked example at $F=0.1$ and the choice of settings.
